# Why Coupled-Cluster Amplitudes Survive an Exponentially Vanishing Reference Weight: verification in Python

```python
"""
Result under test: for N independent electron pairs with one-pair ground state
|gg> + t|uu>, the reference weight is (1+t^2)^(-N) and the dominant excitation
level grows with N, but the coupled-cluster amplitudes remain t for every N.

Model: N separate half-filled two-site Hubbard dimers.
  h : hopping (eV)       U : on-site repulsion (eV)      K = U/2 : pair coupling
  g, u : bonding and antibonding orbital of a dimer
  t : amplitude of the pair excitation gg -> uu
  p = t^2/(1+t^2) : probability that a pair is excited
  reference : determinant with every g orbital doubly occupied
"""
from itertools import combinations, product
from math import comb, floor, sqrt
import numpy as np
from scipy import sparse
from scipy.linalg import eigh
from scipy.optimize import root

h, U = 1.0, 3.0
K = U / 2
t = (2 * h - sqrt(4 * h**2 + K**2)) / K
p = t**2 / (1 + t**2)
t_wrong = 1.1 * t


def exp_apply(T, vector, order):
    """exp(T) on a vector; the series ends because T is nilpotent."""
    total, term = vector.copy(), vector.copy()
    for k in range(1, order + 1):
        term = T @ term / k
        total = total + term
    return total


def fermion_model(N):
    """Hamiltonian and excitation operators in the sector N up, N down."""
    modes = 4 * N
    lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sparse.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
    one = sparse.identity(2, format="csr")
    ann = []
    for m in range(modes):
        op = sparse.identity(1, format="csr")
        for q in range(modes):
            factor = parity if q < m else (lower if q == m else one)
            op = sparse.kron(op, factor, format="csr")
        ann.append(op)

    def orb(d, level, spin):
        return ann[4 * d + 2 * level + spin]

    occ = np.array([(c.T @ c).diagonal() for c in ann])
    keep = np.where((occ[0::2].sum(0) == N) & (occ[1::2].sum(0) == N))[0]
    H = sparse.csr_matrix((2**modes, 2**modes))
    for d in range(N):
        left = [(orb(d, 0, s) + orb(d, 1, s)) / sqrt(2) for s in (0, 1)]
        right = [(orb(d, 0, s) - orb(d, 1, s)) / sqrt(2) for s in (0, 1)]
        for s in (0, 1):
            hop = left[s].T @ right[s]
            H = H - h * (hop + hop.T)
        for site in (left, right):
            H = H + U * (site[0].T @ site[0] @ site[1].T @ site[1])
    H = H.tocsr()[keep][:, keep].toarray()
    level = sum(occ[4 * d + 2 + s][keep] for d in range(N) for s in (0, 1))
    n_u_first = occ[2][keep] + occ[3][keep]

    ops, is_pair = [], []
    for s in (0, 1):
        for i, a in product(range(N), repeat=2):
            ops.append(orb(a, 1, s).T @ orb(i, 0, s))
            is_pair.append(False)
        for (i, j), (a, b) in product(combinations(range(N), 2), repeat=2):
            ops.append(orb(a, 1, s).T @ orb(b, 1, s).T
                       @ orb(j, 0, s) @ orb(i, 0, s))
            is_pair.append(False)
    for i, j, a, b in product(range(N), repeat=4):
        ops.append(orb(a, 1, 0).T @ orb(b, 1, 1).T
                   @ orb(j, 0, 1) @ orb(i, 0, 0))
        is_pair.append(i == j == a == b)
    ops = [op.tocsr()[keep][:, keep] for op in ops]
    return H, level, n_u_first, ops, np.array(is_pair)


print(f"hopping h = {h:.3f} eV, repulsion U = {U:.3f} eV")
print(f"pair coupling K = {K:.3f} eV, pair gap 4h = {4*h:.3f} eV")
print(f"amplitude t = {t:.6f}, t^2 = {t**2:.6f}")
print(f"excited-pair probability p = {p:.6f}")
print(f"one-pair reference energy = {-2*h + K:.4f} eV")
print(f"one-pair correlation energy K t = {K*t:.4f} eV")

rng = np.random.default_rng(7)
print("Full fermionic solution against CCSD:")
for N in (1, 2, 3):
    H, level, n_u_first, ops, is_pair = fermion_model(N)
    dim = len(level)
    ref = int(np.argmin(level))
    assert np.sum(level == 0) == 1
    phi = np.zeros(dim)
    phi[ref] = 1.0
    E_ref = H[ref, ref]
    assert abs(E_ref - N * (-2 * h + K)) < 1e-10
    energies, states = np.linalg.eigh(H)
    exact = states[:, 0]
    E_exact = energies[0] - E_ref
    C = exact / exact[ref]

    columns = sparse.hstack([op.tocoo().reshape((dim * dim, 1))
                             for op in ops]).tocsr()
    excited = np.array([op @ phi for op in ops])

    def cluster(amplitudes):
        return (columns @ amplitudes).reshape(dim, dim)

    def residual(amplitudes):
        T = cluster(amplitudes)
        transformed = exp_apply(-T, H @ exp_apply(T, phi, 2 * N), 2 * N)
        return excited @ transformed

    start = np.where(is_pair, -K / (4 * h), 0.0)
    start = start + 0.01 * rng.standard_normal(len(ops))
    amps = root(residual, start, method="hybr", tol=1e-12).x
    assert np.max(np.abs(residual(amps))) < 1e-8
    psi = exp_apply(cluster(amps), phi, 2 * N)
    E_cc = phi @ H @ psi - E_ref
    other = np.max(np.abs(amps[~is_pair]))

    # CCSD is exact here, and only the constant pair amplitudes are non-zero
    assert np.max(np.abs(psi - C)) < 1e-6
    assert abs(E_cc - E_exact) < 1e-6 and abs(E_exact - N * K * t) < 1e-9
    assert np.max(np.abs(amps[is_pair] - t)) < 1e-6 and other < 1e-6

    # reference weight and distribution over excitation levels
    w_ref = exact[ref]**2
    assert abs(w_ref - (1 + t**2)**(-N)) < 1e-10
    for k in range(N + 1):
        weight = np.sum(exact[level == 2 * k]**2)
        assert abs(weight - comb(N, k) * p**k * (1 - p)**(N - k)) < 1e-10

    # quadruples cancel all but one share of the extensive energy term
    double = excited[np.where(is_pair)[0][0]]
    quad_term = double @ H @ np.where(level == 4, C, 0.0)
    energy_term = E_exact * (double @ C)
    assert abs(quad_term - (N - 1) * K * t**2) < 1e-9
    assert abs(energy_term - quad_term - K * t**2) < 1e-9

    # linear ansatz with singles and doubles
    small = np.where(level <= 2)[0]
    E_ci = np.linalg.eigvalsh(H[np.ix_(small, small)])[0] - E_ref
    assert abs(E_ci - (2 * h - sqrt(4 * h**2 + N * K**2))) < 1e-9

    # local occupation, and the effect of a wrong amplitude
    local = psi @ (n_u_first * psi) / (psi @ psi)
    assert abs(local - 2 * p) < 1e-6
    bad = exp_apply(cluster(np.where(is_pair, t_wrong, 0.0)), phi, 2 * N)
    fidelity = (bad @ exact)**2 / (bad @ bad)
    pair_fid = (1 + t * t_wrong)**2 / ((1 + t**2) * (1 + t_wrong**2))
    assert abs(fidelity - pair_fid**N) < 1e-10
    bad_energy = (phi @ H @ bad - E_ref) / N
    assert abs(bad_energy - K * t_wrong) < 1e-10

    print(f"N={N}: determinants {dim}, CCSD amplitudes {len(ops)}")
    print(f"  pair amplitude {amps[is_pair].mean():.6f},"
          f" others below 1e-6: {other < 1e-6}")
    print(f"  reference weight {w_ref:.6f}, u electrons/pair {local:.4f}")
    print(f"  E_corr exact {E_exact:.5f}, CCSD {E_cc:.5f},"
          f" CISD {E_ci:.5f} eV")
print(f"N=3 doubles equation: E_c t = {energy_term:.5f} eV")
print(f"  quadruples term = {quad_term:.5f} eV")
print(f"  remainder K t^2 = {energy_term - quad_term:.5f} eV")

# Complete pair space for ten pairs: bit 1 marks an excited pair
M = 10
size = 2**M
bits = np.array([bin(state).count("1") for state in range(size)])
H10 = np.diag(4 * h * bits.astype(float))
raise_all = np.zeros((size, size))
for state in range(size):
    for q in range(M):
        flipped = state ^ (1 << q)
        H10[flipped, state] += K
        if flipped > state:
            raise_all[flipped, state] = 1.0
E10, v10 = eigh(H10, subset_by_index=[0, 0])
weights10 = np.array([np.sum(v10[bits == k, 0]**2) for k in range(M + 1)])
phi10 = np.zeros(size)
phi10[0] = 1.0
T10 = t * raise_all
projected = exp_apply(-T10, H10 @ exp_apply(T10, phi10, M), M)
assert abs(projected[0] - E10[0]) < 1e-9
assert np.max(np.abs(projected[1:])) < 1e-9
assert abs(weights10[0] - (1 + t**2)**(-M)) < 1e-10
assert int(np.argmax(weights10)) == floor((M + 1) * p)
print(f"N=10 diagonalized: weight of level 0 = {weights10[0]:.4f}")
print(f"  level 2 = {weights10[1]:.4f}, level 4 = {weights10[2]:.4f}")
print("  largest CC residual with one-pair t below 1e-9:",
      bool(np.max(np.abs(projected[1:])) < 1e-9))

# Larger N: one-pair weights from a 2x2 diagonalization, then convolution
pair_vec = np.linalg.eigh(np.array([[0.0, K], [K, 4 * h]]))[1][:, 0]
print("Growth with N (energies per pair in eV):")
for N in (1, 10, 100, 1000):
    dist = np.array([1.0])
    for _ in range(N):
        dist = np.convolve(dist, pair_vec**2)
    ks = np.arange(N + 1)
    mean = ks @ dist
    spread = sqrt((ks - mean)**2 @ dist)
    mode = int(np.argmax(dist))
    assert mode == floor((N + 1) * p)
    assert abs(mean - N * p) < 1e-8 * N
    assert abs(spread - sqrt(N * p * (1 - p))) < 1e-7 * N
    assert abs(dist[0] * (1 + t**2)**N - 1) < 1e-9
    ci = np.diag([0.0] + [4 * h] * N)
    ci[0, 1:] = ci[1:, 0] = K
    e_ci, v_ci = eigh(ci, subset_by_index=[0, 0])
    c_ci = v_ci[1, 0] / v_ci[0, 0]
    formula = 2 * h - sqrt(4 * h**2 + N * K**2)
    assert abs(e_ci[0] - formula) < 1e-8
    assert abs(c_ci - formula / (N * K)) < 1e-8
    print(f"N={N}: reference weight {dist[0]:.4e}")
    print(f"  dominant level {2*mode}-fold, mean {2*mean:.2f},"
          f" spread {2*spread:.2f}")
    print(f"  CC: t {t:.5f}, E {K*t:.5f};"
          f" CID: c {c_ci:.5f}, E {e_ci[0]/N:.5f}")
    if N == 100:
        count = comb(N, mode)
        ratio = t**(2 * mode)
        assert abs(count * ratio * dist[0] / dist[mode] - 1) < 1e-8
        detail = (2 * mode, count, ratio, dist[mode])

print(f"N=100, level {detail[0]}: {detail[1]:.4e} determinants")
print(f"  weight of one relative to reference {detail[2]:.4e}")
print(f"  total weight of the level {detail[3]:.4f}")
print(f"Amplitude 10% too large: t' = {t_wrong:.5f}")
print(f"  projected energy per pair {bad_energy:.5f} eV,"
      f" error {bad_energy - K*t:.5f} eV")
print(f"  fidelity per pair {pair_fid:.6f}")
print(f"  fidelity N=100: {pair_fid**100:.4f},"
      f" N=1000: {pair_fid**1000:.4f}, N=10000: {pair_fid**10000:.3e}")
print("PASS")
```

Printed output:

```
hopping h = 1.000 eV, repulsion U = 3.000 eV
pair coupling K = 1.500 eV, pair gap 4h = 4.000 eV
amplitude t = -0.333333, t^2 = 0.111111
excited-pair probability p = 0.100000
one-pair reference energy = -0.5000 eV
one-pair correlation energy K t = -0.5000 eV
Full fermionic solution against CCSD:
N=1: determinants 4, CCSD amplitudes 3
  pair amplitude -0.333333, others below 1e-6: True
  reference weight 0.900000, u electrons/pair 0.2000
  E_corr exact -0.50000, CCSD -0.50000, CISD -0.50000 eV
N=2: determinants 36, CCSD amplitudes 26
  pair amplitude -0.333333, others below 1e-6: True
  reference weight 0.810000, u electrons/pair 0.2000
  E_corr exact -1.00000, CCSD -1.00000, CISD -0.91548 eV
N=3: determinants 400, CCSD amplitudes 117
  pair amplitude -0.333333, others below 1e-6: True
  reference weight 0.729000, u electrons/pair 0.2000
  E_corr exact -1.50000, CCSD -1.50000, CISD -1.27872 eV
N=3 doubles equation: E_c t = 0.50000 eV
  quadruples term = 0.33333 eV
  remainder K t^2 = 0.16667 eV
N=10 diagonalized: weight of level 0 = 0.3487
  level 2 = 0.3874, level 4 = 0.1937
  largest CC residual with one-pair t below 1e-9: True
Growth with N (energies per pair in eV):
N=1: reference weight 9.0000e-01
  dominant level 0-fold, mean 0.20, spread 0.60
  CC: t -0.33333, E -0.50000; CID: c -0.33333, E -0.50000
N=10: reference weight 3.4868e-01
  dominant level 2-fold, mean 2.00, spread 1.90
  CC: t -0.33333, E -0.50000; CID: c -0.20985, E -0.31478
N=100: reference weight 2.6561e-05
  dominant level 20-fold, mean 20.00, spread 6.00
  CC: t -0.33333, E -0.50000; CID: c -0.08755, E -0.13133
N=1000: reference weight 1.7479e-46
  dominant level 200-fold, mean 200.00, spread 18.97
  CC: t -0.33333, E -0.50000; CID: c -0.03032, E -0.04548
N=100, level 20: 1.7310e+13 determinants
  weight of one relative to reference 2.8680e-10
  total weight of the level 0.1319
Amplitude 10% too large: t' = -0.36667
  projected energy per pair -0.55000 eV, error -0.05000 eV
  fidelity per pair 0.999119
  fidelity N=100: 0.9156, N=1000: 0.4140, N=10000: 1.479e-04
PASS
```
